# Why depleted n-type electrodes show a 59 mV Tafel slope

## The result and its cause

At an ideal n-type semiconductor electrode in depletion, electrons pass from the conduction band to a dissolved acceptor with the cathodic partial current density

$$
j_c=q\,k_{et}\,c_{ox}\,n_s,\qquad n_s=N_d\,e^{-qV/kT},\qquad V=E-E_{fb}.
$$

Here $q>0$ is the elementary charge, $n_s$ the electron density at the surface, $N_d$ the donor density, $c_{ox}$ the acceptor density in solution and $k_{et}$ a rate constant in cm$^4$/s. $E$ is the electrode potential and $E_{fb}$ its flat-band value, so $V>0$ means depletion. Then

$$
\frac{dE}{d\log_{10}j_c}=-\frac{kT\ln 10}{q}=-59.16\ \text{mV per decade at }298.15\ \text{K}.
$$

The exponential change of $n_s$ is half of the reason. The other half is that $k_{et}$ does not change. The potential falls inside the semiconductor, so the surface band edge keeps its position relative to the redox levels: potential alters how many electrons arrive, not how readily each one transfers. The cathodic partial current of a metal is also nearly exponential close to equilibrium, but for a one-electron couple at equal concentrations, in the model treated below, its slope there is about 118 mV per decade, because in a metal the potential alters the energetics of transfer.

The assumptions are a dark electrode, non-degenerate electrons, no surface states, no hole current, no tunnelling through the space-charge layer, a fixed $c_{ox}$ at the surface and a negligible change of potential across the Helmholtz layer.

## How potential sets the surface density

Let $x$ run from the surface into the solid, and let $v(x)$ be the electrostatic energy of an electron relative to the bulk, in units of $kT$. Thus $v=0$ in the bulk and $v=v_s=qV/kT$ at the surface. The electron flux towards the surface is

$$
\Gamma=D\left(\frac{dn}{dx}+n\frac{dv}{dx}\right),
$$

where $D$ is the electron diffusion coefficient. The second term is negative, since the field drives electrons back into the bulk. Multiplication by $e^{v}$ makes the right side a total derivative, $\Gamma e^{v}=D\,d(ne^{v})/dx$. In steady state $\Gamma$ is constant, and integration from the surface to the bulk, where $n=N_d$, gives

$$
\Gamma\int e^{v}dx=D\left(N_d-n_se^{v_s}\right).
$$

The reaction consumes $\Gamma=Sn_s$ with $S=k_{et}c_{ox}$. Division by $De^{v_s}$ and rearrangement yield

$$
n_s=\frac{N_d\,e^{-v_s}}{1+S/v_D},\qquad \frac1{v_D}=\frac1D\int e^{v-v_s}dx .
$$

The Boltzmann law therefore requires $S\ll v_D$: transfer must be slow compared with supply.

The size of $v_D$ follows from the surface field. With charge density $q(N_d-n)$ and $n=N_de^{-v}$, Poisson's equation is

$$
\frac{d^2v}{dx^2}=\frac{1-e^{-v}}{L_D^2},\qquad L_D^2=\frac{\varepsilon kT}{q^2N_d},
$$

with $\varepsilon$ the permittivity of the solid. Multiplying by $dv/dx$ and integrating from the bulk gives $(dv/dx)^2=2(v-1+e^{-v})/L_D^2$, so the surface field has magnitude

$$
F_s=\frac{kT}{qL_D}\sqrt{2\left(v_s-1+e^{-v_s}\right)} .
$$

Close to the surface, $v-v_s\approx-qF_sx/kT$. The integral is then about $kT/(qF_s)$, and with $D=\mu kT/q$ one finds $v_D\approx\mu F_s$, where $\mu$ is the mobility.

Take $N_d=10^{16}$ cm$^{-3}$, relative permittivity 10, $\mu=100$ cm$^2$/(V s) and $V=0.20$ V. Then $v_s=200/25.693=7.78$, $L_D=37.7$ nm and $F_s=2.51\times10^4$ V/cm, so $\mu F_s=2.5\times10^6$ cm/s. The full integral, ended 0.60 µm from the surface, where the bands are already flat, gives $v_D=2.2\times10^6$ cm/s. It is lower because $v(x)$ is convex and lies above its tangent at the surface, which enlarges the integral. The integrand tends to $e^{-v_s}$ rather than zero in the flat region, so the value drifts with the end point: $2.3\times10^6$ cm/s for 0.3 µm, $2.1\times10^6$ for 2 µm and $1.7\times10^6$ for 10 µm.

In the example below $S=10.9$ cm/s, hence $S/v_D\approx5\times10^{-6}$ and the correction is negligible. Raising $S$ to $10^6$ cm/s would lower $n_s$ from $4.16\times10^{12}$ to $2.88\times10^{12}$ cm$^{-3}$. This transport calculation uses the equilibrium potential profile and so neglects any change of space charge caused by the flux. It also treats the electrons as diffusing, which is only marginally valid here: the potential changes by $kT/q$ over about 10 nm at the surface, while the mean free path is about 6 nm. The value of $v_D$ is therefore approximate, but $S$ is smaller by more than five orders of magnitude.

## Why the rate constant stays fixed

Let $\varepsilon_e$ be the energy of an electron, $\varepsilon_r$ the redox level and $\lambda$ the reorganization energy. Transfer from $\varepsilon_e$ to an acceptor has reaction free energy $\varepsilon_r-\varepsilon_e$. Marcus theory gives the activation energy $(\lambda+\varepsilon_r-\varepsilon_e)^2/4\lambda$, and hence the weight

$$
w_{ox}(\varepsilon_e)=\exp\left[-\frac{(\lambda-\varepsilon_e+\varepsilon_r)^2}{4\lambda kT}\right].
$$

Summing over the band, with density of states $g$ and Fermi function $f$,

$$
j_c=q\,c_{ox}\,k_0\int_{\varepsilon_s}^{\infty}g\,f\,w_{ox}\,d\varepsilon_e,
\qquad n_s=\int_{\varepsilon_s}^{\infty}g\,f\,d\varepsilon_e .
$$

Here $\varepsilon_s$ is the surface band edge, and $k_0$ is the activationless rate constant, taken as independent of energy.

Write $\varepsilon_e=\varepsilon_s+kTu$. For a parabolic band $g\propto\sqrt u$. For non-degenerate electrons $f\approx e^{-(\varepsilon_s-\varepsilon_F)/kT}e^{-u}$, where $\varepsilon_F$ is the Fermi level. The first factor is the same in both integrals and cancels from their ratio. Since $\int_0^\infty\sqrt u\,e^{-u}du=\sqrt\pi/2$,

$$
k_{et}=\frac{j_c}{q\,c_{ox}n_s}=k_0\frac{2}{\sqrt\pi}\int_0^\infty\sqrt u\,e^{-u}\,w_{ox}(\varepsilon_s+kTu)\,du .
$$

The Fermi level has dropped out. What remains is $\Delta=\varepsilon_s-\varepsilon_r$, which is fixed when the band edge is fixed. Therefore

$$
\frac{d\ln j_c}{dE}=\frac{d\ln n_s}{dE}+\frac{d\ln k_{et}}{dE}=-\frac{q}{kT}+0 .
$$

For a quick estimate of $k_{et}$, expand the exponent with $a=(\lambda-\Delta)/2\lambda$:

$$
-\frac{(\lambda-\Delta-kTu)^2}{4\lambda kT}=-\frac{(\lambda-\Delta)^2}{4\lambda kT}+au-\frac{kT}{4\lambda}u^2 .
$$

Without the last term the integral is elementary, and

$$
k_{et}\approx k_0\,(1-a)^{-3/2}\exp\left[-\frac{(\lambda-\Delta)^2}{4\lambda kT}\right].
$$

## How large the current is

Choose $\Delta=0.70$ eV, $\lambda=1.20$ eV, $k_0=10^{-17}$ cm$^4$/s, an effective mass equal to the electron mass, and 0.010 mol/L of each redox form, so that $c_{ox}=6.02\times10^{18}$ cm$^{-3}$. These are model parameters, not those of a named material.

Then $a=0.50/2.40=0.208$, and the estimate gives $k_{et}=1.87\times10^{-18}$ cm$^4$/s. The full integral gives $1.81\times10^{-18}$ cm$^4$/s. The estimate is 3% above it because the omitted quadratic term reduces the integrand.

At $V=0.20$ V the flux is $Sn_s=10.92\times4.163\times10^{12}=4.55\times10^{13}$ electrons cm$^{-2}$ s$^{-1}$, which corresponds to $j_c=7.28\times10^{-6}$ A/cm$^2$. Between $V=0.35$ and $0.15$ V, $j_c$ rises from $2.122\times10^{-8}$ to $5.100\times10^{-5}$ A/cm$^2$, a factor of 2403 or 3.381 decades. The slope magnitude is $200/3.381=59.2$ mV per decade. Over the same range $k_{et}$ is constant to the digits shown in the numerical output.

## Near equilibrium the net current needs fewer millivolts per decade

The reduced species can inject electrons into empty band states. Its weight is $w_{red}=\exp[-(\lambda+\varepsilon_e-\varepsilon_r)^2/4\lambda kT]$, and each state is empty with probability $1-f\approx1$. The anodic partial current is therefore independent of potential.

To find its value, note that the squares in the two weights differ by $4\lambda(\varepsilon_e-\varepsilon_r)$, so

$$
\frac{w_{red}}{w_{ox}}=e^{-(\varepsilon_e-\varepsilon_r)/kT},\qquad \frac{f}{1-f}=e^{-(\varepsilon_e-\varepsilon_F)/kT}.
$$

For equal concentrations, equilibrium means $\varepsilon_F=\varepsilon_r$. Then $fw_{ox}=(1-f)w_{red}$ at every energy, and the partial currents share the value $j_0$. With $\eta=E-E_{eq}$, where $E_{eq}$ is the equilibrium potential, and cathodic current counted as negative,

$$
j=j_0\left(1-e^{-q\eta/kT}\right).
$$

For $\eta<0$, differentiating $\ln|j|=\ln j_0+\ln(e^{-q\eta/kT}-1)$ and inverting gives the slope magnitude

$$
\left|\frac{d\eta}{d\log_{10}|j|}\right|=\frac{kT\ln10}{q}\left(1-e^{-q|\eta|/kT}\right).
$$

It is 50.7 mV at $\eta=-0.05$ V and 59.1 mV at $-0.20$ V. The deficit, relative to the ideal slope, falls below 1% once $|\eta|$ exceeds two decades' worth of potential, or 118 mV.

## Why a metal differs

In a metal, electrons near the Fermi level react, and potential moves that level relative to the acceptors. Let $y=\varepsilon_e-\varepsilon_r$ and $\varepsilon_F-\varepsilon_r=-q\eta$. For a constant density of states, with the whole potential change acting between metal and reactant, the cathodic and anodic rates are $r_c\propto\int fw_{ox}\,dy$ and $r_a\propto\int(1-f)w_{red}\,dy$, with equal prefactors.

The two ratios above now give $fw_{ox}=e^{-q\eta/kT}(1-f)w_{red}$, hence $r_c(\eta)=e^{-q\eta/kT}r_a(\eta)$. Replacing $y$ by $-y$ turns $w_{red}$ into $w_{ox}$ and the empty-state probability into the occupation at overpotential $-\eta$, so $r_a(\eta)=r_c(-\eta)$. Thus

$$
\ln r_c(\eta)-\ln r_c(-\eta)=-\frac{q\eta}{kT},\qquad
\left.\frac{d\ln r_c}{d\eta}\right|_0=-\frac{q}{2kT}.
$$

The slope at equilibrium is twice the semiconductor value, 118.3 mV. The exact factor of two needs the equal concentrations and the constant density of states: with $\lambda=1.20$ eV, the slope at the equilibrium potential runs from 109 to 130 mV as the ratio of reduced to oxidized form goes from 0.01 to 100. At $\eta=-0.20$ V it has grown to 139 mV in this model, whereas the semiconductor slope has not changed.

## When the band edge moves

Part of a potential change can fall across the Helmholtz layer. Let $V_H$ be that drop, measured from flat band, so that $E-E_{fb}=V+V_H$. The two regions carry equal and opposite charge, so $C_{sc}\,dV=C_H\,dV_H$ and

$$
\gamma=\frac{dV_H}{dE}=\frac{C_{sc}}{C_{sc}+C_H}.
$$

A more positive solid surface lowers the electron energy there, so $d\Delta=-q\,dV_H$. Define $\alpha=kT\,d\ln k_{et}/d\Delta$. The density contributes $-(q/kT)(1-\gamma)$ and the rate constant $-(q/kT)\alpha\gamma$, which gives

$$
\left|\frac{dE}{d\log_{10}j_c}\right|=\frac{kT\ln10/q}{1-(1-\alpha)\gamma}.
$$

In depletion the term $e^{-v_s}$ in $F_s$ is small. The charge per area is then $Q=\varepsilon F_s=\sqrt{2q\varepsilon N_d(V-kT/q)}$, and differentiation gives

$$
C_{sc}=\frac{dQ}{dV}=\sqrt{\frac{q\varepsilon N_d}{2(V-kT/q)}} .
$$

With $C_H=10$ µF/cm$^2$ and $V=0.25$ V, $N_d=10^{16}$ cm$^{-3}$ gives $C_{sc}=0.056$ µF/cm$^2$, $\gamma=0.0056$ and a slope of 59.4 mV. For $10^{18}$ cm$^{-3}$ the values are 0.56 µF/cm$^2$, 0.053 and 61.8 mV. At this higher doping the barrier is thin, and electron tunnelling through it, which is left out here, can also raise the slope. A measured deviation of this size therefore cannot be assigned to the Helmholtz layer alone.

The extreme case $\gamma=1$ isolates the cause. Band bending and $n_s$ are frozen, and potential acts through $k_{et}$ alone. With $\alpha=0.189$ the local slope at $\Delta=0.70$ eV is $59.16/0.189\approx313$ mV per decade. This is only a local value, because $\alpha$ falls as the band edge rises. A whole decade is never gained in this way: $k_{et}$ cannot exceed $k_0$, which is only 5.5 times its value at $\Delta=0.70$ eV.

## What to do with a measured slope

- **Choose the window.** Fit at least 118 mV negative of equilibrium, while still in depletion and well below the diffusion limit in solution. In the example that limit is 1.93 mA/cm$^2$ for a 50 µm diffusion layer and a diffusion coefficient of $10^{-5}$ cm$^2$/s, and $j_c$ at $V=0.20$ V is 0.4% of it. Depletion of the acceptor at the surface raises the local slope by about that fraction, to 59.4 mV at $V=0.20$ V and to 60.7 mV at $V=0.15$ V, where $j_c$ is 2.6% of the limit.

- **Check the band edge.** The capacitance formula gives $1/C_{sc}^2=2(V-kT/q)/(q\varepsilon N_d)$. An intercept on the $E$ axis that shifts during the measurement may signal a moving edge. One that depends on the measuring frequency can also come from charge that responds slowly, with the edge fixed. A straight plot with a steady intercept does not exclude a Helmholtz drop, however. Putting $E-E_{fb}=V+Q/C_H$ and $1/C=1/C_{sc}+1/C_H$ together gives $1/C^2=2(E-E_{fb}-kT/q)/(q\varepsilon N_d)+1/C_H^2$ for the measured capacitance $C$, which is also a straight line. That drop must be judged from $\gamma$. A capacitance that hardly responds to potential may mean frozen bending, but a thin film depleted through its whole thickness behaves in the same way although its bending still changes.

- **Vary the acceptor concentration.** The transfer-limited current is proportional to $c_{ox}$. For $S\gg v_D$ the drift-diffusion current would instead be $qv_DN_de^{-v_s}$, limited by supply from the solid and independent of $c_{ox}$. The slope alone can separate the two cases poorly: at $V=0.20$ V the supply-limited slope is about 66 mV per decade when $v_D$ is taken from the full integral, ended at 0.60 µm as above. This figure depends on the bending and on the end point: it is about 62.5 mV at $V=0.30$ V, 76 mV at $V=0.15$ V, and near 70 mV at $V=0.20$ V if the integral is ended at 2 µm. Electrons also cannot arrive faster than their one-way thermal velocity, $\sqrt{kT/2\pi m}\approx2.7\times10^6$ cm/s for the electron mass $m$. This is close to $v_D$, so the actual supply-limited current would be lower and its slope nearer the ideal value. In the example the supply limit is out of reach, since even 10 mol/L of acceptor would give only $S=1.1\times10^4$ cm/s, far below $v_D$. Since $v_D$ is proportional to mobility, $S$ would equal $v_D$ at 0.010 mol/L only if the mobility were about $5\times10^{-4}$ cm$^2$/(V s), with the other parameters unchanged.

- **Do not read $k_{et}$ from the slope.** It follows from $j_c/(q\,c_{ox}n_s)$, and $n_s$ inherits the error in $E_{fb}$ exponentially. An error of 10 mV changes $k_{et}$ by a factor $e^{10/25.693}\approx1.5$, and one of 59 mV changes it tenfold.

## Computed values

```
Temperature: 298.15 K
Thermal voltage kT/q: 25.693 mV
Ideal slope kT ln10/q: 59.16 mV/decade
Donor density: 1.0e+16 cm^-3
Relative permittivity: 10
Effective mass / electron mass: 1.0
Effective density of states: 2.486e+19 cm^-3
Band edge above redox level, delta: 0.70 eV
Reorganization energy: 1.20 eV
Activationless rate constant k_0: 1.0e-17 cm^4/s
Concentration of each redox form: 0.010 mol/L
Acceptor number density: 6.022e+18 cm^-3
Bulk band edge above Fermi level: 0.2009 eV
Band bending at equilibrium: 0.4991 V
Exchange current density j_0: 6.399e-11 A/cm^2
V (V) | n_s (cm^-3) | k_et (cm^4/s) | j_c (A/cm^2)
0.35 | 1.213e+10 | 1.8136e-18 | 2.122e-08
0.30 | 8.492e+10 | 1.8136e-18 | 1.486e-07
0.25 | 5.945e+11 | 1.8136e-18 | 1.040e-06
0.20 | 4.163e+12 | 1.8136e-18 | 7.284e-06
0.15 | 2.914e+13 | 1.8136e-18 | 5.100e-05
Fitted slope of j_c: 59.16 mV/decade
Closed estimate of k_et: 1.870e-18 cm^4/s
Net-current slope at eta = -0.05 V: 50.71 mV/decade
Net-current slope at eta = -0.20 V: 59.13 mV/decade
Debye length: 37.68 nm
Electron mobility: 100 cm^2/(V s)
Surface field at V = 0.20 V: 2.512e+04 V/cm
Mobility times surface field: 2.512e+06 cm/s
Transport velocity v_D: 2.240e+06 cm/s
Transfer velocity S = k_et c_ox: 10.922 cm/s
Ratio S/v_D: 4.88e-06
n_s from drift-diffusion, actual S: 4.162e+12 cm^-3
n_s from drift-diffusion, S = 1e+06 cm/s: 2.877e+12 cm^-3
Solution diffusion coefficient: 1.0e-05 cm^2/s
Diffusion layer thickness: 50 um
Solution diffusion-limited current: 1.930e-03 A/cm^2
j_c at V = 0.20 V / diffusion limit: 0.0038
Metal slope at equilibrium: 118.32 mV/decade
Metal slope at eta = -0.20 V: 139.48 mV/decade
Transfer coefficient alpha of k_et: 0.1888
Closed estimate of alpha: 0.1880
Slope with frozen band bending: 313.3 mV/decade
Helmholtz capacitance: 10.0 uF/cm^2
Shared potential drop at space-charge bending 0.25 V:
N_d = 1e+16 cm^-3: C_sc = 0.0562 uF/cm^2, gamma = 0.00559, slope = 59.43 mV/decade
N_d = 1e+18 cm^-3: C_sc = 0.5623 uF/cm^2, gamma = 0.05324, slope = 61.79 mV/decade
```
